# Thermally activated hopping between Coulomb traps in an electric field: verification in Python

```python
# Subthreshold hopping between two Coulomb traps a distance s apart along a field F.
# U(z) = -A/z - A/(s-z) - qF z, A = q^2/(4 pi eps), zero at the mobility edge EC.
# Under test: J = 2 q N (s/tau0) exp(-Ea/kT) exp(-delta/kT) sinh(qFs/2kT),
#   Ea = EC-EF-4A/s, phi = qF s^2/A = 2y/(1/4-y^2)^2, barrier top z* = s(1/2-y),
#   delta s/A = 4 - 1/(1/4-y^2) + phi y; Poole limit z*=s/2, Poole-Frenkel z*=sqrt(A/qF),
#   d ln z*/d ln F = -1/4 at phi = 2+sqrt5; 1/tau0 = kappa kT/h, kappa = u/sin u,
#   u = hbar omega_b/2kT. Units: eV, nm; qF in eV/nm (1 MV/cm = 0.1 V/nm).
import numpy as np
from scipy import constants as C
from scipy.optimize import minimize_scalar, brentq
from scipy.integrate import quad, trapezoid
from scipy.special import expit

epsr, s0, EF, T = 10.0, 5.0, -0.40, 300.0
kB = C.k/C.e; kT = kB*T; beta = 1/kT
A = C.e/(4*np.pi*C.epsilon_0*epsr)*1e9
hb2m = C.hbar**2/(C.m_e*C.e)*1e18
Ea = -EF - 4*A/s0
phic = 2 + np.sqrt(5)

def top_direct(znb, qF, coul=A):   # maximise the pair potential, neighbour at znb
    f = lambda z: coul/abs(z) + coul/abs(z - znb) + qF*z
    r = minimize_scalar(f, bounds=sorted((1e-6*znb, (1 - 1e-6)*znb)),
                        method='bounded', options={'xatol': 1e-13})
    return -r.fun
def y_of(phi):
    return brentq(lambda y: 2*y - phi*(0.25 - y*y)**2, 0, 0.5, xtol=1e-15)
def delta(qF, s=s0):
    phi = qF*s*s/A; y = y_of(phi)
    return A/s*(4 - 1/(0.25 - y*y) + phi*y)
def zstar(qF, s=s0): return s*(0.5 - y_of(qF*s*s/A))
def hw(qF, s=s0, m=1.0):
    z = zstar(qF, s)
    return np.sqrt(hb2m/m*2*A*(z**-3 + (s - z)**-3))
def kappa(qF, m=1.0):
    u = hw(qF, s0, m)/(2*kT); return u/np.sin(u)
def law(qF): return 2*np.exp(-beta*(Ea + delta(qF)))*np.sinh(beta*qF*s0/2)
def lnJ_direct(qF, b):
    return np.log(np.exp(-b*(top_direct(s0, qF) - EF)) - np.exp(-b*(top_direct(-s0, qF) - EF)))
def slope(qF): return beta*(s0/2/np.tanh(beta*qF*s0/2) - (s0/2 - zstar(qF)))
def Eapp(qF): return Ea + delta(qF) - qF*s0/2/np.tanh(beta*qF*s0/2)
def expo(x): return 1/(-2 - 2*x*x/((1 - 2*x)*(1 - x)))

qFc = phic*A/s0**2
fields = [0.002, 0.01, qFc, 0.05]
for qF in fields:   # barrier tops, envelope theorem, current, slope, activation energy
    tf, tb = top_direct(s0, qF), top_direct(-s0, qF)
    assert abs(tf - (-4*A/s0 - qF*s0/2 + delta(qF))) < 1e-11
    assert abs(tb - (-4*A/s0 + qF*s0/2 + delta(qF))) < 1e-11
    h = 1e-4*qF
    assert abs(-(top_direct(s0, qF+h) - top_direct(s0, qF-h))/(2*h)/zstar(qF) - 1) < 1e-6
    assert abs(lnJ_direct(qF, beta) - np.log(law(qF))) < 1e-9
    assert abs((lnJ_direct(qF+h, beta) - lnJ_direct(qF-h, beta))/(2*h)/slope(qF) - 1) < 1e-5
    hb = 1e-3*beta
    assert abs(-(lnJ_direct(qF, beta+hb) - lnJ_direct(qF, beta-hb))/(2*hb) - Eapp(qF)) < 1e-6
    U3 = lambda r, z: -A/np.hypot(r, z) - A/np.hypot(r, s0 - z) - qF*z
    z, d = zstar(qF), 1e-3
    Uzz = (U3(0, z+d) - 2*U3(0, z) + U3(0, z-d))/d**2
    Urr = 2*(U3(d, z) - U3(0, z))/d**2
    assert Uzz < 0 < Urr and abs(-2*Urr/Uzz - 1) < 1e-4
    assert abs(np.sqrt(-hb2m*Uzz)/hw(qF) - 1) < 1e-4

# small- and large-phi expansions in reduced units (s = A = 1)
for phi in (0.5, 1.0):
    dred = top_direct(1.0, phi, 1.0) + 4 + phi/2
    assert abs(dred - (phi**2/64 - phi**4/16384)) < 1e-6*phi**6
for phi in np.logspace(-0.5, 3, 15):
    assert 0 < top_direct(1.0, phi, 1.0) + 4 + phi/2 < phi**2/64
phi = 1e4
coef = (top_direct(1.0, phi, 1.0) + 2*phi**0.5 + 1 + phi**-0.5 + 1/phi)*phi**1.5
assert abs(coef + 0.75) < 0.015
bPF = np.sqrt(C.e/(np.pi*C.epsilon_0*epsr))            # eV per sqrt(V/m)
assert abs(top_direct(1e4, 0.02) + bPF*np.sqrt(0.02e9)) < 1.1*A/1e4

# crossover: top located from a complex-step derivative of the potential
def x_direct(phi):
    u = lambda x: -1/x - 1/(1 - x) - phi*x
    return brentq(lambda x: u(x + 1e-30j).imag/1e-30, 1e-6, 1 - 1e-6, xtol=1e-15)
def expo_direct(phi):
    return (np.log(x_direct(phi*np.exp(1e-4))) - np.log(x_direct(phi*np.exp(-1e-4))))/2e-4
for phi in (0.3, 4.0, 100.0):
    assert abs(expo_direct(phi) - expo(0.5 - y_of(phi))) < 1e-6
phic_num = brentq(lambda p: expo_direct(p) + 0.25, 1, 20)
assert abs(phic_num - phic) < 1e-5 and abs(x_direct(phic) - (3 - np.sqrt(5))/2) < 1e-10
# approach to the limits: -phi/16 (relative correction phi/16) and
# -1/2 + 1/(2 phi) (relative correction 3/sqrt(phi))
lim_lo = expo_direct(0.01)/(-0.01/16)
lim_hi = (expo_direct(1e4) + 0.5)*2*1e4
assert abs(lim_lo - 1) < 1e-3 and abs(lim_hi - 1) < 0.05

# sum over a Gaussian band of trap levels with Fermi occupation
g = lambda E: np.exp(-(E - EF - 0.05)**2/(2*0.05**2))
fermi = lambda E: expit(-beta*(E - EF))
lo, hi, Es = EF - 0.3, EF + 0.25, -4*A/s0
ntot = quad(g, lo, hi)[0]
empty = quad(lambda E: g(E)*(1 - fermi(E)), lo, hi)[0]
emis = quad(lambda E: g(E)*fermi(E)*np.exp(-beta*(Es - E)), lo, hi, epsabs=0, epsrel=1e-10)[0]
assert abs(emis/(empty*np.exp(-beta*Ea)) - 1) < 1e-6
above = quad(g, EF, hi)[0]

# one carrier on a ring: steady flux over the law with Fermi level set at zero field
def ring_ratio(lev, bump, qF):
    n = len(lev); tf, tb = top_direct(s0, qF), top_direct(-s0, qF)
    kf = np.exp(-beta*(tf + bump - lev)); kb = np.exp(-beta*(tb + np.roll(bump, 1) - lev))
    W = np.zeros((n, n))
    for i in range(n):
        W[(i+1) % n, i] += kf[i]; W[(i-1) % n, i] += kb[i]; W[i, i] -= kf[i] + kb[i]
    M = W/np.abs(W).max(); M[0, :] = 1; rhs = np.zeros(n); rhs[0] = 1
    p = np.linalg.solve(M, rhs)
    flux = p*kf - np.roll(p*kb, -1)
    assert np.ptp(flux) < 1e-8*abs(flux.mean())
    mu = -kT*np.log(np.exp(-beta*lev).sum())
    return flux.mean()/(law(qF)*np.exp(beta*(mu - EF)))
lev = EF + np.array([0, .06, .02, .08, .04, .10, .01, .05])
rough = np.array([.03, 0, .05, .01, -.02, .04, 0, .02])
one = np.zeros(8); one[0] = 0.06
for qF in fields:
    assert abs(ring_ratio(lev, np.zeros(8), qF) - 1) < 1e-7
    assert abs(ring_ratio(np.full(8, EF), rough, qF)*np.exp(beta*rough).mean() - 1) < 1e-7
rc_lo, rc_hi = ring_ratio(lev, one, 0.0005), ring_ratio(lev, one, qFc)
assert rc_hi/rc_lo < 0.8

# parabolic tunnelling factor by quadrature
w0 = hw(1e-9)
itg = lambda e: beta*np.exp(-beta*e)*expit(2*np.pi*e/w0)
assert abs((quad(itg, -1, 0)[0] + quad(itg, 0, 1)[0])/kappa(1e-9) - 1) < 1e-6

# Schroedinger transmission, travelling WKB waves matched 0.4 nm from each centre
def transmission(E, qF, m, d):
    c, zc, n = 2*m/hb2m, 0.4, 2000
    p = lambda z: c*(E + A/z + A/(s0 - z) + qF*z)
    dp = lambda z: -c*(A/z**2 - A/(s0 - z)**2 - qF)
    za, zb = (s0 - zc, zc) if d > 0 else (zc, s0 - zc)
    h = (zb - za)/n
    f = p(za)**-0.25 + 0j; v = (d*1j*np.sqrt(p(za)) - dp(za)/(4*p(za)))*f
    for i in range(n):
        z = za + i*h; p0, p1, p2 = p(z), p(z + h/2), p(z + h)
        a1, b1 = v, -p0*f
        a2, b2 = v + h/2*b1, -p1*(f + h/2*a1)
        a3, b3 = v + h/2*b2, -p1*(f + h/2*a2)
        a4, b4 = v + h*b3, -p2*(f + h*a3)
        f = f + h/6*(a1 + 2*a2 + 2*a3 + a4); v = v + h/6*(b1 + 2*b2 + 2*b3 + b4)
    k = np.sqrt(p(zb))
    return 1/np.abs(0.5*np.sqrt(k)*(f + (v + dp(zb)/(4*p(zb))*f)/(d*1j*k)))**2
quantum = []
for m in (1.0, 4.0, 16.0):
    for qF in (0.005, qFc):
        E = top_direct(s0, qF) + kT*np.linspace(-7, 14, 841)
        TL, TR = transmission(E, qF, m, 1), transmission(E, qF, m, -1)
        assert np.allclose(TL, TR, rtol=1e-4, atol=0)
        net = beta*trapezoid(TL*np.exp(-beta*(E - EF)) - TR*np.exp(-beta*(E - EF + qF*s0)), E)
        kq = net/law(qF)
        # anharmonicity and WKB matching both give errors of order hbar^2/(m s^2 kT)
        assert abs(kq/kappa(qF, m) - 1) < 0.2/m
        quantum.append((m, qF, kq, kappa(qF, m)))

tau0 = C.h/(C.k*T); N = (s0*1e-7)**-3; J0 = C.e*N*s0*1e-7/tau0
qFd = 8*np.sqrt(A*kT/s0**3)
assert delta(qFd) < kT
print(f"eps_r = {epsr:.0f}, s = {s0:.1f} nm, EC-EF = {-EF:.2f} eV, T = {T:.0f} K, m = m_e")
print(f"kT = {kT:.5f} eV, A = {A:.5f} eV nm, hbar^2/m_e = {hb2m:.5f} eV nm^2")
print(f"A/s = {A/s0:.5f} eV, 4A/s = {4*A/s0:.5f} eV, Ea = {Ea:.5f} eV, Ea/kT = {beta*Ea:.3f}")
print(f"N = {N:.3e} cm^-3, tau0 = h/kT = {tau0:.4e} s")
print(f"qNs/tau0 = {J0:.4e} A/cm^2, exp(-Ea/kT) = {np.exp(-beta*Ea):.4e}")
print(f"beta_PF = {bPF*1e4:.5f} eV/(MV/cm)^0.5")
print(f"zero field: hbar omega_b = {w0:.5f} eV, T0 = {w0/(2*np.pi*kB):.1f} K, kappa = {kappa(1e-9):.4f}")
print(f"phi_c numerical = {phic_num:.5f}, 2+sqrt5 = {phic:.5f}, x_c = {x_direct(phic):.5f}")
print(f"phi = 4: x = {x_direct(4.0):.4f}, exponent = {expo_direct(4.0):.4f}")
print(f"exponent/(-phi/16) at phi = 0.01: {lim_lo:.5f}")
print(f"(exponent+1/2) 2 phi at phi = 1e4: {lim_hi:.4f}")
print(f"large-phi coefficient of phi^-1.5 at phi = 1e4: {coef:.4f}")
print(f"crossover field F_c = {10*qFc:.4f} MV/cm, a at F_c = {beta*qFc*s0/2:.3f}")
print(f"a = 1 at F = {20*kT/s0:.4f} MV/cm")
print(f"8 sqrt(AkT/s^3)/q = {10*qFd:.4f} MV/cm, delta/kT there = {beta*delta(qFd):.3f}")
print(f"r_c = A/kT = {A/kT:.3f} nm, phi_c r_c/2 = {phic*A/kT/2:.2f} nm")
print("F[MV/cm] phi a z*[nm] delta[eV] exp(-delta/kT) kappa")
for qF in fields:
    print(f"{10*qF:.4f} {qF*s0**2/A:.3f} {beta*qF*s0/2:.3f} {zstar(qF):.4f} {delta(qF):.6f} "
          f"{np.exp(-beta*delta(qF)):.4f} {kappa(qF):.3f}")
print("F[MV/cm] J_sinh[A/cm^2] J_full[A/cm^2] dlnJ/dF[cm/MV] E_app[eV]")
for qF in fields:
    print(f"{10*qF:.4f} {J0*law(qF)*np.exp(beta*delta(qF)):.4e} {J0*law(qF):.4e} "
          f"{0.1*slope(qF):.3f} {Eapp(qF):.4f}")
print("F[MV/cm] forward top below EC [eV]: Poole 4A/s+qFs/2, exact, PF A/s+beta_PF sqrtF")
for qF in fields:
    print(f"{10*qF:.4f} {4*A/s0 + qF*s0/2:.4f} {-top_direct(s0, qF):.4f} {A/s0 + bPF*np.sqrt(qF*1e9):.4f}")
qF = 0.02
print(f"F = {10*qF:.1f} MV/cm: sqrt(A/qF) = {np.sqrt(A/qF):.3f} nm, s_c = {np.sqrt(phic*A/qF):.3f} nm")
print("s[nm] phi z*[nm] 2z*/s z*/sqrt(A/qF) exponent delta/kT T0[K] 4A/(s kT)")
for s in (3.0, 5.0, 10.0, 20.0):
    z = zstar(qF, s)
    print(f"{s:.0f} {qF*s*s/A:.2f} {z:.3f} {2*z/s:.3f} {z/np.sqrt(A/qF):.3f} {expo(z/s):.3f} "
          f"{beta*delta(qF, s):.3f} {hw(qF, s)/(2*np.pi*kB):.0f} {4*A/s/kT:.2f}")
print("Gaussian band, centre EF+0.05 eV, sigma 0.05 eV:")
print(f"  empty fraction = {empty/ntot:.4f}, fraction above EF = {above/ntot:.4f}")
print("ring, 0.06 eV extra saddle after the deepest level, flux/law:")
print(f"  {rc_lo:.4f} at 0.005 MV/cm, {rc_hi:.4f} at F_c")
print("m/m_e F[MV/cm] kappa_Schroedinger kappa_parabolic")
for m, qF, kq, kp in quantum:
    print(f"{m:.0f} {10*qF:.4f} {kq:.4f} {kp:.4f}")
print("all tests passed")
```

It prints:

```
eps_r = 10, s = 5.0 nm, EC-EF = 0.40 eV, T = 300 K, m = m_e
kT = 0.02585 eV, A = 0.14400 eV nm, hbar^2/m_e = 0.07620 eV nm^2
A/s = 0.02880 eV, 4A/s = 0.11520 eV, Ea = 0.28480 eV, Ea/kT = 11.017
N = 8.000e+18 cm^-3, tau0 = h/kT = 1.5997e-13 s
qNs/tau0 = 4.0061e+06 A/cm^2, exp(-Ea/kT) = 1.6426e-05
beta_PF = 0.24000 eV/(MV/cm)^0.5
zero field: hbar omega_b = 0.05300 eV, T0 = 97.9 K, kappa = 1.1993
phi_c numerical = 4.23607, 2+sqrt5 = 4.23607, x_c = 0.38197
phi = 4: x = 0.3874, exponent = -0.2395
exponent/(-phi/16) at phi = 0.01: 1.00062
(exponent+1/2) 2 phi at phi = 1e4: 1.0305
large-phi coefficient of phi^-1.5 at phi = 1e4: -0.7499
crossover field F_c = 0.2440 MV/cm, a at F_c = 2.360
a = 1 at F = 0.1034 MV/cm
8 sqrt(AkT/s^3)/q = 0.4366 MV/cm, delta/kT there = 0.856
r_c = A/kT = 5.570 nm, phi_c r_c/2 = 11.80 nm
F[MV/cm] phi a z*[nm] delta[eV] exp(-delta/kT) kappa
0.0200 0.347 0.193 2.4458 0.000054 0.9979 1.200
0.1000 1.736 0.967 2.2348 0.001341 0.9495 1.215
0.2440 4.236 2.360 1.9098 0.007601 0.7453 1.291
0.5000 8.681 4.835 1.5249 0.028085 0.3374 1.585
F[MV/cm] J_sinh[A/cm^2] J_full[A/cm^2] dlnJ/dF[cm/MV] E_app[eV]
0.0200 2.5612e+01 2.5559e+01 50.412 0.2587
0.1000 1.4805e+02 1.4057e+02 11.913 0.2527
0.2440 6.9035e+02 5.1449e+02 7.562 0.2303
0.5000 8.2817e+03 2.7945e+03 5.900 0.1879
F[MV/cm] forward top below EC [eV]: Poole 4A/s+qFs/2, exact, PF A/s+beta_PF sqrtF
0.0200 0.1202 0.1201 0.0627
0.1000 0.1402 0.1389 0.1047
0.2440 0.1762 0.1686 0.1473
0.5000 0.2402 0.2121 0.1985
F = 0.2 MV/cm: sqrt(A/qF) = 2.683 nm, s_c = 5.523 nm
s[nm] phi z*[nm] 2z*/s z*/sqrt(A/qF) exponent delta/kT T0[K] 4A/(s kT)
3 1.25 1.384 0.923 0.516 -0.082 0.045 214 7.43
5 3.47 2.000 0.800 0.745 -0.214 0.201 110 4.46
10 13.89 2.525 0.505 0.941 -0.426 1.192 69 2.23
20 55.56 2.652 0.265 0.988 -0.487 4.377 63 1.11
Gaussian band, centre EF+0.05 eV, sigma 0.05 eV:
  empty fraction = 0.7721, fraction above EF = 0.8413
ring, 0.06 eV extra saddle after the deepest level, flux/law:
  0.4364 at 0.005 MV/cm, 0.2261 at F_c
m/m_e F[MV/cm] kappa_Schroedinger kappa_parabolic
1 0.0500 1.1785 1.2032
1 0.2440 1.2063 1.2915
4 0.0500 1.0285 1.0460
4 0.2440 1.0452 1.0634
16 0.0500 1.0075 1.0112
16 0.2440 1.0108 1.0153
all tests passed
```
